# How a Barrier Error Changes a Surface Reaction Rate, With Tunnelling

## Problem

In one half-cycle of an atomic layer deposition process, an adsorbed precursor molecule takes a hydrogen atom from the surface and releases a ligand. Model this transfer as a single activated step with rate constant

$$k=A\,e^{-E/k_BT},$$

where $E$ is the barrier per event and $A$ the prefactor. Take the round model values $E=1.0$ eV, $A=10^{13}$ s$^{-1}$ and $T=450$ K. They represent no particular precursor or surface. A calculation returns the barrier $E+\delta$ instead of $E$, with $|\delta|=0.1$ eV.

(a) By what factor is the computed rate constant wrong if $A$ is unchanged? How accurate must a barrier be to fix the rate within a factor of two, or of ten?

(b) What does "unchanged prefactor" require of the potential energy surface?

(c) What does the error do to the conversion reached in a pulse of 0.2 s, if every site already holds a precursor molecule?

(d) Hydrogen can tunnel. Does the answer to (a) survive if the barrier top has an imaginary wavenumber of 1000 cm$^{-1}$? Does it survive at 150 K?

## Solution

### (a) The factor

The computed and true rate constants share $A$ and $T$, so

$$\frac{k_{\rm comp}}{k_{\rm true}}=\frac{A\,e^{-(E+\delta)/k_BT}}{A\,e^{-E/k_BT}}=e^{-\delta/k_BT}.$$

Both $A$ and $E$ have cancelled. A barrier that is too high gives a rate that is too low by the factor

$$F=e^{|\delta|/k_BT},$$

and a barrier that is too low gives a rate too high by the same factor. At 450 K, $k_BT=0.03878$ eV, so

$$\frac{|\delta|}{k_BT}=\frac{0.1}{0.03878}=2.579,\qquad F=e^{2.579}=13.2 .$$

The error of 0.1 eV, or 9.65 kJ/mol, therefore changes the rate constant by about a factor of thirteen. If the barrier is known only to within $\pm0.1$ eV, the rates at the two ends of the interval differ by $F^2\approx174$.

The factor is large because the error must be compared with $k_BT$, not with $E$. An error of 10 % in this barrier is more than two and a half thermal energies. The same error gives $F=47.9$ at 300 K and $F=6.92$ at 600 K.

To keep the rate within a factor $f$, we need $e^{|\delta|/k_BT}\le f$. Taking the logarithm gives

$$|\delta|\le k_BT\ln f .$$

At 450 K this is 0.027 eV for $f=2$ and 0.089 eV for $f=10$.

If two competing steps have barrier errors $\delta_1$ and $\delta_2$, the ratio of their rates is wrong by $e^{-(\delta_1-\delta_2)/k_BT}$. An error common to both cancels from the ratio, though not from either rate.

### (b) What an unchanged prefactor means

Consider one reaction coordinate $x$ with mass $m$. Let the reactant be in thermal equilibrium and count each forward crossing of the barrier top as a reaction. The rate constant is the probability density at the top times the mean forward velocity. The velocity average, with backward velocities contributing zero, is

$$\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}
=\frac{k_BT/m}{\sqrt{2\pi k_BT/m}}=\sqrt{\frac{k_BT}{2\pi m}} .$$

Hence

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-V_{\rm top}/k_BT}}{\int_{\rm reactant}e^{-V(x)/k_BT}dx}.$$

Near the minimum write $V=V_{\min}+\tfrac12m\omega_0^2x^2$. For a well deep compared with $k_BT$, the integral is Gaussian:

$$\int_{\rm reactant}e^{-V/k_BT}dx\approx e^{-V_{\min}/k_BT}\sqrt{\frac{2\pi k_BT}{m\omega_0^2}} .$$

The mass and temperature under the roots cancel. With $E=V_{\rm top}-V_{\min}$,

$$k\approx\frac{\omega_0}{2\pi}\,e^{-E/k_BT}.$$

In this one-dimensional model $A=\omega_0/2\pi$ is a property of the well. If the error raises the barrier region and leaves the well alone, $A$ is unchanged and (a) applies.

Suppose instead that the whole potential is multiplied by $1+\delta/E$. The barrier rises by $\delta$, but the force constant $m\omega_0^2$ grows by the same multiple, so $\omega_0$ grows by $\sqrt{1+\delta/E}$. The faster attempts partly offset the higher barrier:

$$\frac{k(E)}{k(E+\delta)}=\frac{e^{\delta/k_BT}}{\sqrt{1+\delta/E}}=\frac{13.18}{\sqrt{1.1}}\approx12.6 .$$

This is a small change, because in this classical model the barrier enters the exponent and the frequency enters as a power. For a stiff hydrogen vibration, with $\hbar\omega_0$ well above $k_BT$, the zero-point energy of the well also rises and offsets more of the higher barrier. On a real surface $A$ also depends on the other degrees of freedom, through the entropy of activation, and on recrossing of the barrier. Errors in these change the rate by a further factor, which can add to the barrier error or offset it and must be estimated separately.

### (c) The effect on a pulse

Let $n(t)$ be the fraction of sites not yet converted. For independent sites reacting in first order, $dn/dt=-kn$ with $n(0)=1$, so $n=e^{-kt}$. The converted fraction is

$$\theta(t)=1-e^{-kt}.$$

Setting $\theta=0.99$ gives $e^{-kt_{99}}=0.01$, hence $t_{99}=\ln(100)/k$. The following values leave out tunnelling.

| Barrier (eV) | $k$ (s$^{-1}$) | $t_{99}$ (s) | Converted in 0.2 s |
|---|---:|---:|---:|
| 0.9 | 833 | 0.0055 | above 99.99 % |
| 1.0 | 63.2 | 0.073 | above 99.99 % |
| 1.1 | 4.79 | 0.96 | 62 % |

Each step down the table divides the rate by 13.2 and multiplies the required time by 13.2. The converted fraction does not follow this factor, because it saturates at one. With the true barrier at 1.0 eV, a calculation that gives 0.9 eV predicts the same full conversion. One that gives 1.1 eV has $kt=4.79\times0.2=0.96$ and predicts an incomplete half-reaction. The same size of error is invisible in one direction and decisive in the other.

The error can also be read as a temperature. At constant $A$, the higher barrier gives the original rate at a temperature $T'$ for which

$$\frac{E+\delta}{k_BT'}=\frac{E}{k_BT}\quad\Longrightarrow\quad T'=T\,\frac{E+\delta}{E}=450\times1.1=495\ {\rm K}.$$

A temperature chosen to reach this rate would thus be 45 K too high.

If a site must first wait for a molecule to arrive, with mean time $\tau_s$, and the molecule then stays until it reacts irreversibly, with mean time $\tau=1/k$, the mean times add. Raising the barrier changes the total by

$$\frac{\tau_s+F\tau}{\tau_s+\tau}<F .$$

When $\tau_s\gg F\tau$, supply sets the pace and the barrier error hardly matters. This also requires desorption to be much slower than the reaction, even after the barrier is raised. When desorption is much faster than reaction, most arrivals are lost, and the mean time again grows by nearly $F$. The factor of thirteen belongs to the elementary rate constant, not to the growth per cycle.

### (d) Tunnelling

**The thermal average.** Let $P(\varepsilon)$ be the probability that hydrogen approaching with energy $\varepsilon$ passes the barrier. Classically $P$ is zero below the top $V_0$ and one above it, and

$$\int_{V_0}^{\infty}e^{-\varepsilon/k_BT}\frac{d\varepsilon}{k_BT}=e^{-V_0/k_BT}.$$

The tunnelling factor $\kappa$ is the quantum average divided by this classical one:

$$\kappa=e^{V_0/k_BT}\int_0^\infty P(\varepsilon)\,e^{-\varepsilon/k_BT}\frac{d\varepsilon}{k_BT}.$$

The rate becomes $\kappa A e^{-E/k_BT}$, with $V_0=E$. Energies are counted from the reactant level, and the discrete levels of the reactant well are replaced by a continuum. This is a good approximation when the level spacing is smaller than the range of energies that carries the reaction. A harmonic well with $\omega_0/2\pi=10^{13}$ s$^{-1}$ has a spacing of 0.041 eV, which is small enough for the energy average at both temperatures used here. Quantisation still changes the population of the well. With energies counted from the well bottom, the rate gains a factor $2\sinh(u/2)/u$, where $u=\hbar\omega_0/k_BT$, which is 1.05 at 450 K and 1.48 at 150 K. This factor cancels from the ratio of rates as long as the well is unchanged. A stiff hydrogen stretch, with a spacing of 0.2 eV or more, lies outside this model at 450 K.

**The transmission.** Take the barrier $V=V_0/\cosh^2(x/\ell)$. Near its top $V\approx V_0-V_0x^2/\ell^2$, so the magnitude of the imaginary frequency follows from $m\omega^2=2V_0/\ell^2$. Define

$$K=\frac{\ell\sqrt{2m\varepsilon}}{\hbar}=\frac{2\sqrt{V_0\varepsilon}}{\hbar\omega},\qquad
B=\frac{2mV_0\ell^2}{\hbar^2}=\frac{4V_0^2}{(\hbar\omega)^2}.$$

With $y=x/\ell$ the Schrödinger equation is $\psi''+(K^2-B/\cosh^2y)\psi=0$. Put $\xi=\tanh y$, for which $d/dy=(1-\xi^2)\,d/d\xi$, and divide by $1-\xi^2$:

$$\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[\frac{K^2}{1-\xi^2}-B\right]\psi=0 .$$

Now write $\psi=(1-\xi^2)^{-iK/2}w$. The singular terms combine as $K^2(1-\xi^2)/(1-\xi^2)=K^2$. With $z=(1-\xi)/2$ this leaves

$$z(1-z)w_{zz}+(1-iK)(1-2z)w_z+(K^2+iK-B)w=0 .$$

This is the hypergeometric equation $z(1-z)w_{zz}+[c-(a+b+1)z]w_z-ab\,w=0$ with

$$c=1-iK,\quad a=\tfrac12-i(K+\nu),\quad b=\tfrac12-i(K-\nu),\quad \nu=\sqrt{B-\tfrac14}.$$

Indeed $a+b=1-2iK$ and $ab=(\tfrac12-iK)^2+\nu^2=B-K^2-iK$.

Choose $w={}_2F_1(a,b;c;z)$. For $y\to\infty$, $z\to0$, $w\to1$ and $1-\xi^2\to4e^{-2y}$, so $\psi\to4^{-iK/2}e^{iKy}$, a purely transmitted wave. For $y\to-\infty$, $z\to1$ and $1-z\to e^{2y}$. The standard connection formula gives

$$w\to\frac{\Gamma(c)\Gamma(iK)}{\Gamma(c-a)\Gamma(c-b)}+e^{2iKy}\,\frac{\Gamma(c)\Gamma(-iK)}{\Gamma(a)\Gamma(b)} .$$

The prefactor of $\psi$ is here $4^{-iK/2}e^{-iKy}$, so the second term is the incoming wave. The transmission is the squared ratio of transmitted to incoming amplitude:

$$P=\left|\frac{\Gamma(a)\Gamma(b)}{\Gamma(1-iK)\Gamma(-iK)}\right|^2 .$$

The reflection formula $\Gamma(q)\Gamma(1-q)=\pi/\sin\pi q$ gives $|\Gamma(\tfrac12+iq)|^2=\pi/\cosh\pi q$ for real $q$, and $|\Gamma(1-iK)\Gamma(-iK)|=\pi/\sinh\pi K$. Therefore

$$P=\frac{\sinh^2\pi K}{\cosh\pi(K+\nu)\cosh\pi(K-\nu)}=\frac{\sinh^2\pi K}{\sinh^2\pi K+\cosh^2\pi\nu}.$$

**At 450 K.** The wavenumber 1000 cm$^{-1}$ means $\hbar\omega=0.124$ eV. Where $\pi K$ and $\pi\nu$ are large, $P\approx1/(1+e^{\Theta})$ with $\Theta=2\pi(\nu-K)$. Near the top, to leading order,

$$\Theta\approx\frac{4\pi}{\hbar\omega}\left(V_0-\sqrt{V_0\varepsilon}\right)\approx\frac{2\pi(V_0-\varepsilon)}{\hbar\omega}\equiv q .$$

Define the crossover temperature $T_c=\hbar\omega/(2\pi k_B)=229$ K and $s=T_c/T$. Then $(V_0-\varepsilon)/k_BT=sq$ and $d\varepsilon/k_BT=-s\,dq$. For a high barrier the limits may be extended to infinity:

$$\kappa\approx s\int_{-\infty}^{\infty}\frac{e^{sq}}{1+e^q}dq=\frac{\pi s}{\sin\pi s},\qquad 0<s<1 .$$

To obtain the integral $I$, close the contour along the line ${\rm Im}\,q=2\pi$, where the integrand is multiplied by $e^{2\pi is}$. The enclosed pole at $q=i\pi$ has residue $-e^{i\pi s}$. Thus $I(1-e^{2\pi is})=-2\pi i\,e^{i\pi s}$, or $I=\pi/\sin\pi s$.

In this approximation $\kappa$ depends on the curvature of the top, not on its height. Here $\pi s=\hbar\omega/2k_BT=1.599$, and the formula gives $\kappa=1.599$. Numerical integration with the full $P$ also gives 1.599, for $V_0=1.0$ eV and for 1.1 eV at the same curvature. Tunnelling raises both rates by 60 %, and their ratio remains 13.18.

The close agreement has a reason. Keeping the next terms of $\nu$ and $\sqrt{V_0\varepsilon}$ gives $\Theta\approx q+\eta(q^2-\pi^2)$, with $\eta=\hbar\omega/(8\pi V_0)$. Let $g(s)=\pi s/\sin\pi s$. Integration by parts shows that $g=\int e^{sq}e^q(1+e^q)^{-2}dq$, so the first-order change is

$$\Delta\kappa=-\eta s\,(g''-\pi^2g)=-\eta s\,\frac{2\pi^2\cos\pi s}{\sin^3\pi s}\,(\pi s\cos\pi s-\sin\pi s).$$

It vanishes at $s=\tfrac12$, that is at $T=2T_c=458$ K, close to the temperature used here. At 450 K it is only $-0.0014$, and higher orders in $\eta$ add about $+0.001$, so the full and parabolic values actually cross near 452 K. Away from this point the two separate: at 300 K the parabola gives 3.54 and the full integral 3.24.

If the higher barrier keeps its width $\ell$ instead, $\omega\propto\sqrt{V_0}$ rises by $\sqrt{1.1}$. The sharper top tunnels better, and numerical integration gives a factor of 12.5. The estimate of thirteen survives in both cases.

**At 150 K.** Now $T<T_c$ and the parabolic formula fails, because its integral diverges for $s>1$. Passage occurs mainly well below the top, where $P\approx e^{-\Theta}$. The integrand is $e^{-\Phi}$ with

$$\Phi(\varepsilon)=\frac{\varepsilon}{k_BT}+\frac{2}{k_BT_c}\left(V_0-\sqrt{V_0\varepsilon}\right).$$

Its minimum satisfies $1/T=(1/T_c)\sqrt{V_0/\varepsilon}$, so $\varepsilon_*=r^2V_0$ with $r=T/T_c$. Since $1/T_c=r/T$,

$$\Phi_*=\frac{V_0}{k_BT}\left[r^2+2r(1-r)\right]=\frac{V_0}{k_BT}(2r-r^2),\qquad
\Phi''_*=\frac{1}{2k_BT_c\,r^3V_0}.$$

The Gaussian integral about the minimum contributes $\sqrt{2\pi/\Phi''_*}\propto\sqrt{V_0}$. At fixed curvature, raising $V_0$ by $\delta$ therefore slows the reaction by

$$F_q\approx\frac{\exp\left[(\delta/k_BT)(2r-r^2)\right]}{\sqrt{1+\delta/V_0}} .$$

Because $2r-r^2=1-(1-r)^2<1$, the sensitivity is below the classical one. Here $r=150/229=0.655$ and $2r-r^2=0.881$. The saddle-point formula gives $F_q\approx870$ and numerical integration gives 874, while $e^{\delta/k_BT}$ is 2290. Most of the flux now passes at energies near $\varepsilon_*=r^2V_0\approx0.43\,V_0$. Its cost is the thermal activation to that energy plus the tunnelling exponent, and at fixed curvature this sum grows more slowly with $V_0$ than $V_0/k_BT$ does.

If the higher barrier keeps its width $\ell$ instead, $T_c$ rises as $\sqrt{V_0}$ and $r$ falls as $1/\sqrt{V_0}$. Then $r^2V_0$ and $\Phi''_*$ stay constant, and only the term $2rV_0/k_BT\propto\sqrt{V_0}$ in $\Phi_*$ changes. With $r$ taken at the original barrier, the reaction slows by

$$F_\ell\approx\exp\left[\frac{2rV_0}{k_BT}\left(\sqrt{1+\delta/V_0}-1\right)\right]\approx141 .$$

For this model, then, the simple factor holds at 450 K, where tunnelling changes the rate but scarcely its response to the barrier. At 150 K, for a barrier raised by 0.1 eV, it overstates that response by a factor of 2.6 at fixed curvature and of about 16 at fixed width. In the tunnelling regime the height error alone no longer fixes the error of the rate; the shape of the barrier matters too. With the hydrogen mass, $\ell=0.73$ Å and the dominant path at 150 K is about 1.45 Å long, far from the top. A Gaussian barrier $V_0e^{-x^2/\ell^2}$ of the same height and curvature gives overstatements of 3.2 and 27 in place of 2.6 and 16, while at 450 K it leaves the factor near thirteen.
